**Ultrasoft Berry-phase overlaps compared with a full-potential crystal**

The program examines the overlap $M(k,b)$ between Bloch orbitals at $k$ and $k+b$, in which $q_{ij}(b)$ is the Fourier transform of the augmentation function $Q_{ij}$ and $\beta_i$ are the projectors at sites $R_I$. It solves a one-dimensional two-site crystal both with its full potential and as an ultrasoft generalized eigenproblem. For a two-point string, whose states both lie at the reference energy of the partial waves, it asserts agreement of the energies, of one link's modulus and of the complex loop product. The loop products differ by $2.3\times10^{-11}$ with $q(b)$ and by $4.5\times10^{-3}$ with $q(0)$. On a 64-point string it asserts that $q(b)$ gives a more accurate Wannier centre than $q(0)$ or no augmentation; the respective error magnitudes are $1.3\times10^{-4}$, $4.3\times10^{-3}$ and 0.233 bohr. It also asserts that the shift between the $q(b)$ and $q(0)$ centres, extrapolated to $b=0$, equals the mean augmentation dipole divided by the particle charge, 0.004443 bohr. Finally, it asserts that the three-dimensional radial formula for $q_{ij}(\mathbf b)$ agrees with direct quadrature for an s–p and a p–p product.

## Program and output

```python
"""Result under test: the Berry-phase overlap of ultrasoft Bloch orbitals,
  M(k,b) = <u_k|u_(k+b)>
         + sum_I exp(-i b R_I) sum_ij <psi_k|beta_i> q_ij(b) <beta_j|psi_(k+b)>,
  q_ij(b) = integral Q_ij(y) exp(-i b y) dy,  Q_ij = phi_i phi_j - ps_i ps_j.
phi: all-electron partial waves, ps: smooth partial waves, beta: projectors,
R_I: site positions, y: position relative to a site, a: cell length.
The reference is the full-potential solution of the same one-dimensional
crystal, which uses no projectors.  Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre

a = 8.0
n_max = 70
G = 2 * np.pi * np.arange(-n_max, n_max + 1) / a
nodes, weights = np.polynomial.legendre.leggauss(240)
WELL_POWER = 12

# suppression: fraction by which the central amplitude of ps is lowered
sites = [dict(name="A", R=1.5, rc=1.2, depth=2.0, suppression=0.5),
         dict(name="B", R=3.9, rc=0.9, depth=2.4, suppression=0.2)]


def well(site, y):
    return -site["depth"] * (1 - (y / site["rc"])**2)**WELL_POWER


# Full crystal potential in plane waves
difference_index = np.arange(-2 * n_max, 2 * n_max + 1)
V_fourier = np.zeros(len(difference_index), complex)
for site in sites:
    y, w = site["rc"] * nodes, site["rc"] * weights
    g = 2 * np.pi * difference_index / a
    V_fourier += (np.exp(-1j * g * site["R"])
                  * (np.exp(-1j * np.outer(g, y)) @ (w * well(site, y))) / a)
row = np.arange(len(G))
V_matrix = V_fourier[row[:, None] - row[None, :] + 2 * n_max]


def full_state(k):
    H = np.diag(0.5 * (k + G)**2) + V_matrix
    energy, vector = eigh(H, subset_by_index=[0, 1])
    return energy, vector[:, 0]


k_ref = np.pi / (2 * a)
energies_ref, _ = full_state(k_ref)
eps = energies_ref[0]


def build_site(site):
    """Even and odd partial waves at energy eps, projectors and Q_ij."""
    rc = site["rc"]
    y, w = rc * nodes, rc * weights
    positive = y > 0
    phi, ps, beta, B = [], [], [], []
    for parity in (0, 1):
        start = [1.0, 0.0] if parity == 0 else [0.0, 1.0]
        sol = solve_ivp(
            lambda x, f: [f[1], 2 * (well(site, x) - eps) * f[0]],
            (0, rc), start, method="DOP853", rtol=1e-12, atol=1e-13,
            max_step=0.02, t_eval=np.append(y[positive], rc))
        half = sol.y[0, :-1]
        f, df = sol.y[:, -1]
        sign = 1 if parity == 0 else -1
        phi.append(np.concatenate([sign * half[::-1], half]))
        # value and four derivatives at the sphere edge, variable t = y/rc
        edge = np.array([f, df, -2*eps*f, -2*eps*df, 4*eps**2*f])
        edge = edge * rc**np.arange(5)
        powers = [Polynomial([0] * (parity + 2*n) + [1]) for n in range(5)]
        A = np.array([[p.deriv(m)(1.0) if m else p(1.0) for p in powers]
                      for m in range(5)])
        coef = np.linalg.solve(A, edge)
        smooth = sum((c * p for c, p in zip(coef, powers)), Polynomial([0.0]))
        smooth = smooth - (site["suppression"] * coef[0] * powers[0]
                           * Polynomial([1, 0, -1])**5)
        ps_values = smooth(nodes)
        chi = eps * ps_values + 0.5 * smooth.deriv(2)(nodes) / rc**2
        B_value = np.sum(w * ps_values * chi)
        ps.append(ps_values)
        beta.append(chi / B_value)
        B.append(B_value)
    phi, ps = np.array(phi), np.array(ps)
    Q = phi[:, None] * phi[None, :] - ps[:, None] * ps[None, :]
    site.update(y=y, w=w, Q=Q, beta=np.array(beta))
    site["q0"] = Q @ w
    site["dipole"] = Q @ (w * y)
    site["D"] = np.diag(B) + eps * site["q0"]


def q_transform(site, b):
    return site["Q"] @ (site["w"] * np.exp(-1j * b * site["y"]))


for site in sites:
    build_site(site)


def ultrasoft_state(k):
    H = np.diag(0.5 * (k + G)**2).astype(complex)
    S = np.eye(len(G), dtype=complex)
    projectors = []
    for site in sites:
        P = ((site["beta"] * site["w"]) @ np.exp(1j*np.outer(site["y"], k+G))
             * np.exp(1j * (k + G) * site["R"]) / np.sqrt(a))
        H += P.conj().T @ site["D"] @ P
        S += P.conj().T @ site["q0"] @ P
        projectors.append(P)
    energy, vector = eigh(H, S, subset_by_index=[0, 0])
    c = vector[:, 0]
    return energy[0], c, [P @ c for P in projectors]


def plane_overlap(c1, c2, wraps):
    # crossing the zone boundary shifts the coefficients by one vector G
    return np.vdot(c1[:-1], c2[1:]) if wraps else np.vdot(c1, c2)


def augmentation(p1, p2, b, q_list):
    return sum(np.exp(-1j * b * s["R"]) * (x.conj() @ q @ z)
               for s, x, z, q in zip(sites, p1, p2, q_list))


def string(J, with_full=True):
    b = 2 * np.pi / (a * J)
    ks = -np.pi / a + (np.arange(J) + 0.5) * b
    soft = [ultrasoft_state(k) for k in ks]
    full = [full_state(k) for k in ks] if with_full else None
    q_b = [q_transform(s, b) for s in sites]
    q_0 = [s["q0"] for s in sites]
    loops = dict(full=1 + 0j, qb=1 + 0j, q0=1 + 0j, none=1 + 0j)
    for j in range(J):
        nxt, wraps = (j + 1) % J, j == J - 1
        plane = plane_overlap(soft[j][1], soft[nxt][1], wraps)
        p1, p2 = soft[j][2], soft[nxt][2]
        loops["qb"] *= plane + augmentation(p1, p2, b, q_b)
        loops["q0"] *= plane + augmentation(p1, p2, b, q_0)
        loops["none"] *= plane
        if with_full:
            loops["full"] *= plane_overlap(full[j][1], full[nxt][1], wraps)
    mean_dipole = np.mean([
        sum((p.conj() @ s["dipole"] @ p).real for s, p in zip(sites, st[2]))
        for st in soft])
    return b, loops, mean_dipole, soft, full


def centre_difference(W1, W2):
    return -a / (2 * np.pi) * np.angle(W1 / W2)


def centre(W):
    return (-a / (2 * np.pi) * np.angle(W)) % a


# Two-point string: both states have energy eps, partial waves are exact
b2, W2, _, soft2, full2 = string(2)
energy_error = max(abs(s[0] - eps) for s in soft2)
plane_link = plane_overlap(soft2[0][1], soft2[1][1], False)
aug_link = augmentation(soft2[0][2], soft2[1][2], b2,
                        [q_transform(s, b2) for s in sites])
soft_link = plane_link + aug_link
full_link = plane_overlap(full2[0][1], full2[1][1], False)
error_qb = abs(W2["qb"] - W2["full"])
error_q0 = abs(W2["q0"] - W2["full"])
plane_norm = np.vdot(soft2[0][1], soft2[0][1]).real

# Fine strings: transferability over the band and the dipole limit
_, W32, _, _, _ = string(32, with_full=False)
b64, W64, mean_dipole, soft64, full64 = string(64)
shift32 = centre_difference(W32["qb"], W32["q0"])
shift64 = centre_difference(W64["qb"], W64["q0"])
shift_limit = (4 * shift64 - shift32) / 3
fine_error = {key: centre_difference(W64[key], W64["full"])
              for key in ("qb", "q0", "none")}
band = np.array([f[0][0] for f in full64])
upper = np.array([f[0][1] for f in full64])
cell_dipole = sum(s["R"] for s in sites) - 2 * centre(W64["qb"])
cell_dipole_full = sum(s["R"] for s in sites) - 2 * centre(W64["full"])
bohr = constants.physical_constants["Bohr radius"][0]

# Three-dimensional radial formula against direct quadrature
x, wx = np.polynomial.legendre.leggauss(40)
r, wr = (x + 1) / 2, wx / 2
F = r**2 * (1 - r**2)**3
azimuth = 2 * np.pi * np.arange(40) / 40
b3, alpha = 1.5, 0.7
rr, cc, aa = np.meshgrid(r, x, azimuth, indexing="ij")
phase = np.exp(-1j * b3 * rr * (np.sin(alpha) * np.sqrt(1 - cc**2)
               * np.cos(aa) + np.cos(alpha) * cc))
volume = ((wr * r**2 * F)[:, None, None] * wx[None, :, None]
          * (2 * np.pi / 40))
Y00, Y10 = np.sqrt(1 / (4*np.pi)), np.sqrt(3 / (4*np.pi)) * cc
direct = dict(sp=np.sum(volume * phase * Y00 * Y10),
              pp=np.sum(volume * phase * Y10**2))


def radial_term(L, coefficient):
    Y = np.sqrt((2*L + 1) / (4*np.pi)) * eval_legendre(L, np.cos(alpha))
    return (4 * np.pi * (-1j)**L * coefficient * Y
            * np.sum(wr * r**2 * F * spherical_jn(L, b3 * r)))


radial = dict(sp=radial_term(1, 1 / np.sqrt(4*np.pi)),
              pp=radial_term(0, 1 / np.sqrt(4*np.pi))
              + radial_term(2, 1 / np.sqrt(5*np.pi)))


def show(label, value, unit, fmt=".6f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("cell length a", a, "bohr", ".1f")
for s in sites:
    print(f"site {s['name']}: R = {s['R']} bohr, rc = {s['rc']} bohr, "
          f"depth = {s['depth']} hartree, suppression = {s['suppression']}")
show("well exponent", WELL_POWER, "", "d")
show("plane waves per k", len(G), "", "d")
show("reference energy at k = pi/(2a)", eps, "hartree")
show("lowest band minimum", band.min(), "hartree")
show("lowest band maximum", band.max(), "hartree")
show("second band minimum", upper.min(), "hartree")
show("two-point string, b", b2, "1/bohr")
for s in sites:
    q = q_transform(s, b2)
    n = s["name"]
    print(f"site {n}: q_ee(0) = {s['q0'][0,0]:.6f} bohr, "
          f"q_oo(0) = {s['q0'][1,1]:.6f} bohr^3")
    print(f"site {n}: q_ee(b) = {q[0,0].real:.6f} bohr, "
          f"q_oo(b) = {q[1,1].real:.6f} bohr^3")
    print(f"site {n}: Im q_eo(b) = {q[0,1].imag:.6f} bohr^2, "
          f"d_eo = {s['dipole'][0,1]:.6f} bohr^3")
show("ultrasoft energy error at +-k", energy_error, "hartree", ".1e")
show("norm of plane-wave part at k", plane_norm, "")
show("central link |M|, full potential", abs(full_link), "", ".7f")
show("central link |M|, ultrasoft q(b)", abs(soft_link), "", ".7f")
show("central link, plane-wave part / M", plane_link / soft_link, "")
show("central link, augmentation / M", aug_link / soft_link, "")
show("two-point loop, full potential", W2["full"], "", ".7f")
show("two-point loop, q(b)", W2["qb"], "", ".7f")
show("two-point loop, q(0)", W2["q0"], "", ".7f")
show("two-point loop, no augmentation", W2["none"], "", ".7f")
show("two-point loop error, q(b)", error_qb, "", ".1e")
show("two-point loop error, q(0)", error_q0, "", ".1e")
show("64-point string, b", b64, "1/bohr")
show("Wannier centre, full potential", centre(W64["full"]), "bohr")
show("Wannier centre, q(b)", centre(W64["qb"]), "bohr")
show("Wannier centre, q(0)", centre(W64["q0"]), "bohr")
show("Wannier centre, no augmentation", centre(W64["none"]), "bohr")
show("centre error, q(b)", fine_error["qb"], "bohr", ".2e")
show("centre error, q(0)", fine_error["q0"], "bohr", ".2e")
show("centre error, no augmentation", fine_error["none"], "bohr", ".2e")
show("centre q(b) minus q(0), 32 points", shift32, "bohr", ".8f")
show("centre q(b) minus q(0), 64 points", shift64, "bohr", ".8f")
show("same, extrapolated to b = 0", shift_limit, "bohr", ".8f")
show("zone-mean augmentation dipole / e", mean_dipole, "bohr", ".8f")
show("cell dipole, full potential", cell_dipole_full, "e bohr")
show("cell dipole, q(b)", cell_dipole, "e bohr")
show("cell dipole, q(b), converted",
     cell_dipole * bohr * constants.e * 1e30, "1e-30 C m", ".4f")
show("3D test, b", b3, "1/bohr", ".1f")
show("3D test, angle of b to z axis", alpha, "rad", ".1f")
for key in ("sp", "pp"):
    show(f"3D q_{key}(b), direct quadrature", direct[key], "", ".8f")
    show(f"3D q_{key}(b), radial formula", radial[key], "", ".8f")

# Plane-wave truncation of the projectors limits the first three tests
assert energy_error < 2e-6
assert abs(abs(soft_link) - abs(full_link)) < 1e-5
assert error_qb < 1e-5
assert error_q0 > 20 * error_qb
# One reference energy serves a band of finite width
assert abs(fine_error["qb"]) < 1e-3
assert abs(fine_error["qb"]) < 0.2 * abs(fine_error["q0"])
assert abs(fine_error["qb"]) < abs(fine_error["none"])
# The shift is extrapolated from two strings with error of order b^2
assert abs(shift_limit - mean_dipole) < 0.01 * abs(mean_dipole) + 1e-7
for key in direct:
    assert abs(direct[key] - radial[key]) < 1e-10
print("all tests passed")
```

It prints:

```
cell length a: 8.0 bohr
site A: R = 1.5 bohr, rc = 1.2 bohr, depth = 2.0 hartree, suppression = 0.5
site B: R = 3.9 bohr, rc = 0.9 bohr, depth = 2.4 hartree, suppression = 0.2
well exponent: 12
plane waves per k: 141
reference energy at k = pi/(2a): -0.518132 hartree
lowest band minimum: -0.521271 hartree
lowest band maximum: -0.514788 hartree
second band minimum: -0.312854 hartree
two-point string, b: 0.392699 1/bohr
site A: q_ee(0) = 0.674352 bohr, q_oo(0) = 0.084321 bohr^3
site A: q_ee(b) = 0.669220 bohr, q_oo(b) = 0.082405 bohr^3
site A: Im q_eo(b) = -0.029519 bohr^2, d_eo = 0.075719 bohr^3
site B: q_ee(0) = 0.295995 bohr, q_oo(0) = 0.016879 bohr^3
site B: q_ee(b) = 0.294770 bohr, q_oo(b) = 0.016673 bohr^3
site B: Im q_eo(b) = -0.006469 bohr^2, d_eo = 0.016537 bohr^3
ultrasoft energy error at +-k: 5.3e-12 hartree
norm of plane-wave part at k: 0.628487
central link |M|, full potential: 0.9000028
central link |M|, ultrasoft q(b): 0.9000028
central link, plane-wave part / M: 0.619965-0.056863j
central link, augmentation / M: 0.380035+0.056863j
two-point loop, full potential: -0.2646458-0.7136722j
two-point loop, q(b): -0.2646458-0.7136722j
two-point loop, q(0): -0.2616891-0.7170502j
two-point loop, no augmentation: -0.1541776-0.2456316j
two-point loop error, q(b): 2.3e-11
two-point loop error, q(0): 4.5e-03
64-point string, b: 0.012272 1/bohr
Wannier centre, full potential: 2.465671 bohr
Wannier centre, q(b): 2.465800 bohr
Wannier centre, q(0): 2.461355 bohr
Wannier centre, no augmentation: 2.698880 bohr
centre error, q(b): 1.29e-04 bohr
centre error, q(0): -4.32e-03 bohr
centre error, no augmentation: 2.33e-01 bohr
centre q(b) minus q(0), 32 points: 0.00445101 bohr
centre q(b) minus q(0), 64 points: 0.00444530 bohr
same, extrapolated to b = 0: 0.00444339 bohr
zone-mean augmentation dipole / e: 0.00444339 bohr
cell dipole, full potential: 0.468658 e bohr
cell dipole, q(b): 0.468400 e bohr
cell dipole, q(b), converted: 3.9713 1e-30 C m
3D test, b: 1.5 1/bohr
3D test, angle of b to z axis: 0.7 rad
3D q_sp(b), direct quadrature: -0.00000000-0.00500841j
3D q_sp(b), radial formula: 0.00000000-0.00500841j
3D q_pp(b), direct quadrature: 0.01139721+0.00000000j
3D q_pp(b), radial formula: 0.01139721+0.00000000j
all tests passed
```
